\section*{Landé factor and Zeeman to Paschen–Back diagonalisation of a 2P term}

In a model \(^2P\) term whose two fine-structure levels lie 3 microhartree apart, one state of the upper level has a mean spin component \(\langle S_z\rangle=-0.120\) along a magnetic field of 0.141 T. At 1.41 T the same state, followed continuously, has \(\langle S_z\rangle=+0.289\), and at 14.1 T it has \(+0.498\). The field has kept its direction throughout, yet the spin has turned over. The reversal, and the field at which it happens, follow from the competition between spin-orbit coupling and the field, which for this term can be solved in closed form.

Hartree atomic units are used, so \(\hbar=1\) and the Bohr magneton is \(1/2\). An electron has negative charge, so its orbital and spin magnetic moments are opposite to its orbital and spin angular momenta, respectively. For the whole term the magnetic moment is \(-\tfrac12(\mathbf L+g\mathbf S)\), with \(g=2.0023\) the electron-spin factor. The energy \(-\boldsymbol\mu\cdot\mathbf B\) in a field \(B\) along \(z\) is then positive for positive \(L_z\) and \(S_z\). With \(b=B/2\), the Hamiltonian within the term is
\begin{equation}
H=\zeta\,\mathbf L\cdot\mathbf S+b\,(L_z+gS_z),\qquad L=1,\quad S=\tfrac12 .
\label{H}
\end{equation}
Energies are measured from the centre of the term. The model assumes \(LS\) coupling, a fixed nucleus and no mixing with other terms; it omits hyperfine coupling and the diamagnetic energy, which is quadratic in \(B\). I take \(\zeta>0\) and \(b>0\) when naming states.

At zero field the total angular momentum \(\mathbf J=\mathbf L+\mathbf S\) classifies the levels. Squaring it gives \(\mathbf L\cdot\mathbf S=\tfrac12(J^2-L^2-S^2)\), which equals \(\tfrac12(\tfrac{15}4-2-\tfrac34)=\tfrac12\) for \(J=\tfrac32\) and \(\tfrac12(\tfrac34-2-\tfrac34)=-1\) for \(J=\tfrac12\). The levels lie at \(\zeta/2\) and \(-\zeta\), separated by \(\Delta=3\zeta/2\). The example has \(\zeta=2\) microhartree, hence \(\Delta=3\) microhartree, or 81.6 microelectronvolt.

In a weak field, \(b\ll\Delta\), the linear shifts come from the matrix of \(L_z+gS_z\) inside one level. That matrix can be found without constructing the states. Both \(\mathbf L\) and \(\mathbf S\) are vector operators with respect to \(\mathbf J\): since they commute with each other, each obeys
\begin{equation}
[J_i,V_j]=i\epsilon_{ijk}V_k ,
\label{vector}
\end{equation}
where repeated indices are summed. Two consequences are needed. First, renaming indices in the second product,
\begin{equation}
(\mathbf J\times\mathbf V+\mathbf V\times\mathbf J)_i
=\epsilon_{ijk}(J_jV_k-V_kJ_j)
=i\epsilon_{ijk}\epsilon_{jkl}V_l=2iV_i .
\label{cross}
\end{equation}
Secondly, the product rule for commutators gives
\begin{align}
[J^2,V_j]&=J_i[J_i,V_j]+[J_i,V_j]J_i
=i\epsilon_{ijk}(J_iV_k+V_kJ_i)\nonumber\\
&=i(\mathbf V\times\mathbf J-\mathbf J\times\mathbf V)_j
=(2i\,\mathbf V\times\mathbf J+2\mathbf V)_j ,
\label{single}
\end{align}
where \eqref{cross} was used to eliminate \(\mathbf J\times\mathbf V\). Now take the commutator with \(J^2\) again. Because \(J^2\) commutes with every \(J_i\), it acts only on \(\mathbf V\) in the cross product:
\begin{align}
[J^2,[J^2,\mathbf V]]
&=2i[J^2,\mathbf V]\times\mathbf J+2[J^2,\mathbf V]\nonumber\\
&=-4(\mathbf V\times\mathbf J)\times\mathbf J
+4i\,\mathbf V\times\mathbf J+2[J^2,\mathbf V].
\label{double}
\end{align}
The triple product must be expanded without changing the order of the operators. Using \(\epsilon_{ijk}\epsilon_{jlm}=\delta_{kl}\delta_{im}-\delta_{km}\delta_{il}\),
\begin{align}
[(\mathbf V\times\mathbf J)\times\mathbf J]_i
&=\epsilon_{ijk}\epsilon_{jlm}V_lJ_mJ_k
=V_kJ_iJ_k-V_iJ^2\nonumber\\
&=V_kJ_kJ_i+V_k[J_i,J_k]-V_iJ^2\nonumber\\
&=(\mathbf V\cdot\mathbf J)J_i+i(\mathbf V\times\mathbf J)_i-V_iJ^2 .
\end{align}
On substitution in \eqref{double} the two terms in \(\mathbf V\times\mathbf J\) cancel, and \(4\mathbf VJ^2+2(J^2\mathbf V-\mathbf VJ^2)\) combines to give
\begin{equation}
[J^2,[J^2,\mathbf V]]=2(J^2\mathbf V+\mathbf VJ^2)-4(\mathbf V\cdot\mathbf J)\mathbf J .
\end{equation}

Between two states of the same \(J\), the left side has zero matrix element, because \(J^2\) gives the same number whether it acts to the left or to the right. On the right side \(J^2\) becomes \(J(J+1)\) in both places. Therefore
\begin{equation}
J(J+1)\langle Jm'|\mathbf V|Jm\rangle
=\langle Jm'|(\mathbf V\cdot\mathbf J)\mathbf J|Jm\rangle .
\label{projection}
\end{equation}
This is the projection theorem: inside a level, only the part of \(\mathbf V\) along \(\mathbf J\) contributes. The scalar products are plain numbers there. From \(\mathbf S=\mathbf J-\mathbf L\) and \(\mathbf L=\mathbf J-\mathbf S\), squaring gives
\begin{equation}
\mathbf L\cdot\mathbf J=\tfrac12(J^2+L^2-S^2),\qquad
\mathbf S\cdot\mathbf J=\tfrac12(J^2+S^2-L^2).
\end{equation}
Since \(\mathbf J\) does not lead out of the level, these numbers can be taken outside the matrix element. For \(J>0\), division by \(J(J+1)\) shows that \(\mathbf L+g\mathbf S\) acts as \(g_J\mathbf J\), with
\begin{equation}
g_J=\frac{J(J+1)+L(L+1)-S(S+1)}{2J(J+1)}
+g\,\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .
\label{lande}
\end{equation}
For \(J=0\) the division is not allowed. The single state is then annihilated by every \(J_i\), so the expectation value of the left side of \eqref{vector} vanishes, and with it \(\langle\mathbf V\rangle\): there is no linear shift.

For the \(^2P\) term, \(J=\tfrac32\) gives \(\mathbf L\cdot\mathbf J=\tfrac52\) and \(\mathbf S\cdot\mathbf J=\tfrac54\). Dividing by \(\tfrac{15}4\) leaves weights \(\tfrac23\) and \(\tfrac13\). For \(J=\tfrac12\) the products are \(1\) and \(-\tfrac14\), and division by \(\tfrac34\) leaves \(\tfrac43\) and \(-\tfrac13\). Thus
\begin{equation}
g_{3/2}=\frac{2+g}{3}=1.3341,\qquad
g_{1/2}=\frac{4-g}{3}=0.6659,
\end{equation}
and the shifts to first order in \(b\) are \(g_JMb\), where \(M\) is the eigenvalue of \(J_z\). The negative weight means that in the lower level the spin points, on average, against \(\mathbf J\). In the upper level \(\langle S_z\rangle=M/3\), so the state described at the start begins, with \(M=-\tfrac12\), at \(\langle S_z\rangle=-\tfrac16\).

Projection discards the matrix elements between the two levels. Write \(L_z+gS_z=J_z+kS_z\) with \(k=g-1\). The part \(J_z\) does not connect different \(J\), but \(S_z\) does. For \(M=\pm\tfrac12\) there are two states with the given \(M\), one in each level, and \(S_z\) conserves \(M\). Inserting these two states between the factors of \(S_z^2=\tfrac14\) gives
\begin{equation}
\tfrac14=\left(\tfrac16\right)^2+|\langle\tfrac32M|S_z|\tfrac12M\rangle|^2,
\qquad |\langle\tfrac32M|S_z|\tfrac12M\rangle|^2=\tfrac29 .
\label{offdiag}
\end{equation}
When \(kb\) is comparable with \(\Delta\), this coupling cannot be treated as small, and the \(M=\pm\tfrac12\) states are appreciable mixtures of both values of \(J\). The \(M=\pm\tfrac32\) states have no partner in the lower level and keep \(J=\tfrac32\) at every field.

The complete problem is still small, because \(J_z\) commutes with \(H\). The six product states \(|M_L,M_S\rangle\) separate by \(M=M_L+M_S\). The states \(|1,\tfrac12\rangle\) and \(|-1,-\tfrac12\rangle\) are alone in having \(M=\pm\tfrac32\), and their energies in this model are linear at every field:
\begin{equation}
E_{\pm3/2}=\frac\zeta2\pm b\left(1+\frac g2\right).
\label{stretched}
\end{equation}
For \(M=\pm\tfrac12\), put \(\sigma=2M=\pm1\) and use the basis \(|0,\sigma/2\rangle\), \(|\sigma,-\sigma/2\rangle\). In
\begin{equation}
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)
\end{equation}
the first term gives \(0\) and \(-\tfrac12\) on the diagonal. The orbital step between \(M_L=0\) and \(\sigma\) has matrix element \(\sqrt2\) and the spin step has \(1\), so the off-diagonal element of \(\zeta\mathbf L\cdot\mathbf S\) is \(\zeta/\sqrt2\). The block is
\begin{equation}
H_M=\begin{pmatrix}
\sigma gb/2&\zeta/\sqrt2\\
\zeta/\sqrt2&-\zeta/2+\sigma b(1-g/2)
\end{pmatrix}.
\end{equation}
Half the sum and half the difference of the diagonal elements are
\begin{equation}
m=-\frac\zeta4+Mb,\qquad
d=\frac12\left(\frac\zeta2+2Mkb\right).
\end{equation}
The determinant condition \((m+d-E)(m-d-E)-\zeta^2/2=0\) is \((E-m)^2=d^2+\zeta^2/2\). With \(R=2\sqrt{d^2+\zeta^2/2}\) the roots are
\begin{equation}
E_M^{\pm}=-\frac\zeta4+Mb\pm\frac R2,\qquad
R^2=\left(\frac\zeta2+2Mkb\right)^2+2\zeta^2 .
\label{roots}
\end{equation}
Together, \eqref{stretched} and \eqref{roots} are all six energies. They hold for either sign of \(\zeta\); for negative \(\zeta\) the upper root starts from \(J=\tfrac12\) instead.

The spin follows from the eigenvector \((c_1,c_2)\), taken real and normalised. With \(\varepsilon=E-m=\pm R/2\), its equations are
\begin{equation}
dc_1+\frac{\zeta}{\sqrt2}c_2=\varepsilon c_1,\qquad
\frac{\zeta}{\sqrt2}c_1-dc_2=\varepsilon c_2 .
\end{equation}
Multiply the first by \(c_1\), the second by \(c_2\), and subtract: the coupling cancels and \(d=\varepsilon(c_1^2-c_2^2)\). The two basis states have \(S_z=M\) and \(-M\), so
\begin{equation}
\langle S_z\rangle_\pm=M(c_1^2-c_2^2)
=\pm M\,\frac{\zeta/2+2Mkb}{R}.
\label{spin}
\end{equation}

For \(M=-\tfrac12\) the numerator is \(\zeta/2-kb\), which changes sign at \(kb=\zeta/2\). This is the reversal described at the start; in the example it falls at \(b=0.998\) microhartree, or 0.469 T. There the two product states have equal diagonal energies and are mixed in equal parts. Below this field the upper state is mostly \(|0,-\tfrac12\rangle\), and above it mostly \(|-1,\tfrac12\rangle\). The square in \(R^2\) vanishes at the same point, so the two roots are then closest, with a gap \(\sqrt2\,\zeta=2.83\) microhartree. For \(M=+\tfrac12\) both terms in the numerator are positive; the gap grows steadily with the field and the spin does not reverse.

At \(b=\Delta\), where \(B=1.41\) T, the \(M=-\tfrac12\) block has diagonal elements \(-3.0035\) and \(-0.9965\) and coupling \(1.4142\), all in microhartree. Hence \(m=-2.0000\), \(2d=-2.0070\), and
\begin{align}
R&=\sqrt{(-2.0070)^2+4(1.4142)^2}=3.468,\nonumber\\
E^\pm&=-2.000\pm1.734=-0.266,\ -3.734 .
\end{align}
For the upper root, \eqref{spin} gives \(\langle S_z\rangle=-\tfrac12(-2.0070)/3.468=+0.289\), the value quoted in the opening.

To recover the weak-field result, use \(4M^2=1\) and set \(x=kb/\Delta\). Then \(R=\Delta\sqrt{1+y}\) with \(y=\tfrac43Mx+x^2\). Expanding \(\sqrt{1+y}=1+\tfrac12y-\tfrac18y^2+\dots\), the coefficient of \(x^2\) is \(\tfrac12-\tfrac1{18}=\tfrac49\), and
\begin{equation}
E_M^\pm=-\frac\zeta4\pm\frac\Delta2+Mb\left(1\pm\frac k3\right)
\pm\frac29\frac{k^2b^2}{\Delta}+\dots
\label{weak}
\end{equation}
The constants are \(\zeta/2\) and \(-\zeta\), and the slopes are \(Mg_{3/2}\) and \(Mg_{1/2}\), as projection requires. The quadratic term is the second-order repulsion of the two levels, \(k^2b^2\) times the \(\tfrac29\) of \eqref{offdiag}, divided by \(\Delta\). At \(b/\Delta=0.1\) it amounts to 0.0067 microhartree. The full energies of the upper level depart from the linear law by 0.0065 for \(M=+\tfrac12\) and 0.0069 for \(M=-\tfrac12\). The difference has the sign of the next term: the \(x^3\) coefficient in the square root is \(-\tfrac M3+\tfrac{4M^3}{27}=-\tfrac{8M}{27}\), which lowers the upper root for positive \(M\) and raises it for negative \(M\).

In the opposite regime, \(kb\gg\zeta\), set \(u=\zeta/(kb)\). Then \(R=kb\sqrt{1+2Mu+\tfrac94u^2}\), and the coefficient of \(u^2\) in the expansion of the root is \(\tfrac12\cdot\tfrac94-\tfrac18(2M)^2=\tfrac98-\tfrac12M^2=\tfrac98-\tfrac18=1\) once \(M^2=\tfrac14\) is inserted. Thus
\begin{equation}
R=kb+M\zeta+\frac{\zeta^2}{kb}+\dots
\end{equation}
By \eqref{spin} the upper root tends to \(M_S=+\tfrac12\) and the lower to \(M_S=-\tfrac12\). Writing \(\pm\tfrac12=M_S\) and \(M=M_L+M_S\), and using \(M_S^2=\tfrac14\),
\begin{align}
E&=-\frac\zeta4+Mb+M_S(kb+M\zeta)\pm\frac{\zeta^2}{2kb}+\dots\nonumber\\
&=b(M_L+gM_S)+\zeta M_LM_S\pm\frac{\zeta^2}{2kb}+\dots
\label{strong}
\end{align}
This is the Paschen–Back regime: the field fixes the orbital and spin projections separately, and spin-orbit coupling enters to first order through its diagonal part. At \(b/\Delta=10\), or 14.1 T, the last term is 0.067 microhartree, while the upper roots actually differ from the first two terms by 0.064 and 0.069.

Between the limits neither approximation serves. At \(b=\Delta\) the four mixed states have these energies in microhartree:
\begin{center}
\begin{tabular}{lrrr}
State & Full & Linear Zeeman & Paschen--Back\\
\(M=+\frac12\), upper & \(3.452\) & \(3.001\) & \(3.003\)\\
\(M=-\frac12\), upper & \(-0.266\) & \(-1.001\) & \(-0.997\)\\
\(M=+\frac12\), lower & \(-1.452\) & \(-1.001\) & \(-1.003\)\\
\(M=-\frac12\), lower & \(-3.734\) & \(-2.999\) & \(-3.003\)
\end{tabular}
\end{center}
The two approximations nearly agree with each other and are both wrong, by up to 0.74 microhartree, a quarter of \(\Delta\). Their agreement is a crossing of two straight lines. For the upper roots, subtracting the first two terms of \eqref{strong} from the linear law gives
\begin{equation}
\left(\frac34-\frac M2\right)\zeta-\left(\frac12-\frac M3\right)kb
=\left(\frac12-\frac M3\right)(\Delta-kb),
\end{equation}
and for the lower roots the same expression with opposite sign. All four pairs of lines therefore meet at \(kb=\Delta\), very near the chosen field. Agreement between two approximations is no evidence here that either is accurate.

States of different \(M\) can cross, since \(H\) has no matrix element between them. The falling \(M=-\tfrac32\) line meets a lower root when \(\tfrac34\zeta-ab=-R/2\), with \(a=1+g/2+M\). Squaring, cancelling \(9\zeta^2/16\) and dividing by \(b\) gives
\begin{equation}
b=\frac{\zeta(3a+Mk)}{2(a^2-k^2/4)} .
\end{equation}
For \(g=2\) this is \(2\zeta/3\) for \(M=+\tfrac12\) and \(\zeta\) for \(M=-\tfrac12\). Both satisfy \(ab>\tfrac34\zeta\), so squaring has introduced no false root. With the actual \(g\) the crossings lie at 0.627 T and 0.940 T. A transverse component of the magnetic field does not remove these crossings: it only tilts the total field, \(H\) keeps the same form about the new axis, and the states cross at the same total field strength. A perturbation with an axis of its own, such as a crystal field tilted away from \(\mathbf B\), leaves no conserved \(M\) and can couple the crossing states and open a gap. For a term in \((\mathbf L\cdot\mathbf n)^2\) both gaps open at a general tilt; with \(\mathbf n\) perpendicular to \(\mathbf B\) the term changes \(M\) only by \(0\) or \(\pm2\), and the crossing of \(M=-\tfrac32\) with \(M=-\tfrac12\) survives.

The closed forms are exact for \eqref{H}, not for an atom. At very weak fields hyperfine coupling, where present, may rival \(b\), and it does not fade at stronger fields. With the strength it has in hydrogen \(2p\) it shifts levels by up to about 0.002 microhartree at 0.141 T and at 14.1 T alike. Because it conserves only the sum of \(M\) and the nuclear projection, it also opens a gap of about that size at the crossing near 0.94 T between components with equal total projection. At strong fields the omitted diamagnetic energy of one electron, \(\tfrac18B^2\langle r^2\sin^2\theta\rangle\), is at most \(\tfrac18B^2\langle r^2\rangle\). For an assumed \(\langle r^2\rangle=30\) bohr\(^2\) this bound is 0.014 microhartree at 14.1 T, about a fifth of the last term in \eqref{strong}, so finer digits there describe the model alone. In a light atom the fixed-nucleus assumption matters as much: for one electron and a proton, the orbital factor falls below 1 by the electron-to-proton mass ratio, which moves the \(M_L=\pm1\) states by 0.016 microhartree at the same field. The numerical check tests the projection theorem on several terms and compares the six roots with direct diagonalisation of the full matrix.

\section*{Computed values}
\begin{verbatim}
Energies in microhartree (uEh) unless another unit is given
zeta = 2.0000 uEh; Delta = 3.0000 uEh
Delta = 81.634 microelectronvolt
Bohr magneton = 0.500000 atomic units
electron g = 2.002319; k = g-1 = 1.002319 (dimensionless)
g_J: J=3/2 1.334106; J=1/2 0.665894 (dimensionless)
g_J for g=2: J=3/2 1.333333; J=1/2 0.666667
squared Sz element between levels = 0.222222 (dimensionless)
b/Delta = 0.1; b = 0.3000 uEh; B = 6.000e-07 a.u. = 0.1410 T
  J(b=0)   M   ML   MS      full    linear  Pasch-Back   <Sz>
  1.5   +1.5  +1  +0.5     1.6003    1.6003    1.6003  +0.5000
  1.5   +0.5  +0  +0.5     1.2066    1.2001    0.3003  +0.2089
  1.5   -0.5  -1  +0.5     0.8068    0.7999   -0.9997  -0.1200
  1.5   -1.5  -1  -0.5     0.3997    0.3997    0.3997  -0.5000
  0.5   +0.5  +1  -0.5    -1.9066   -1.9001   -1.0003  -0.2089
  0.5   -0.5  +0  -0.5    -2.1068   -2.0999   -0.3003  +0.1200
b/Delta = 1.0; b = 3.0000 uEh; B = 6.000e-06 a.u. = 1.4103 T
  J(b=0)   M   ML   MS      full    linear  Pasch-Back   <Sz>
  1.5   +1.5  +1  +0.5     7.0035    7.0035    7.0035  +0.5000
  1.5   +0.5  +0  +0.5     3.4523    3.0012    3.0035  +0.4085
  1.5   -0.5  -1  +0.5    -0.2659   -1.0012   -0.9965  +0.2893
  1.5   -1.5  -1  -0.5    -5.0035   -5.0035   -5.0035  -0.5000
  0.5   +0.5  +1  -0.5    -1.4523   -1.0012   -1.0035  -0.4085
  0.5   -0.5  +0  -0.5    -3.7341   -2.9988   -3.0035  -0.2893
b/Delta = 10.0; b = 30.0000 uEh; B = 6.000e-05 a.u. = 14.1031 T
  J(b=0)   M   ML   MS      full    linear  Pasch-Back   <Sz>
  1.5   +1.5  +1  +0.5    61.0348   61.0348   61.0348  +0.5000
  1.5   +0.5  +0  +0.5    30.0990   21.0116   30.0348  +0.4979
  1.5   -0.5  -1  +0.5    -0.8966  -19.0116   -0.9652  +0.4976
  1.5   -1.5  -1  -0.5   -59.0348  -59.0348  -59.0348  -0.5000
  0.5   +0.5  +1  -0.5    -1.0990    7.9884   -1.0348  -0.4979
  0.5   -0.5  +0  -0.5   -30.1034  -11.9884  -30.0348  -0.4976
Block M=-1/2 at b=Delta, basis |0,-1/2>, |-1,+1/2>:
  diagonal -3.0035, -0.9965; coupling 1.4142 uEh
  mean -2.0000; R 3.4681; roots -3.7341, -0.2659 uEh
Quadratic shift formula at b/Delta=0.1: 0.00670 uEh
  full minus linear, J=3/2, M=+0.5: 0.00647 uEh
  full minus linear, J=3/2, M=-0.5: 0.00691 uEh
Paschen-Back correction formula at b/Delta=10: 0.06651 uEh
  full minus Paschen-Back, upper root, M=+0.5: 0.06424 uEh
  full minus Paschen-Back, upper root, M=-0.5: 0.06864 uEh
Smallest M=-1/2 gap = 2.8284 uEh at b = 0.9977 uEh, B = 0.4690 T
M=-3/2 crosses lower M=+0.5 root at b = 1.3331 uEh, B = 0.6267 T
M=-3/2 crosses lower M=-0.5 root at b = 1.9988 uEh, B = 0.9397 T
Diamagnetic bound B^2<r^2>/8, <r^2>=30 bohr^2, b/Delta=10: 0.0135 uEh
\end{verbatim}
